**Invariant traces of the Hubbard occupation tensor: H4 chain, RHF/6-31G**

For site functions with overlap matrix O and covariant occupation N = ⟨φ|ρ|φ⟩, where ρ is the one-spin density operator, the mixed tensor n = O⁻¹N has traces of n and n² that do not depend on the basis of the site subspace. The program asserts that these traces agree with a real-space least-squares projection of the occupied orbitals, for four named bases and five random complex ones. It also solves the invariance conditions numerically for one random 3 × 3 overlap matrix and asserts that the normalised kernel is O⁻¹. Further assertions cover the filled-site error −2s² of the covariant matrix (s is the overlap of the two site functions), the eigenvalue bounds, the Hubbard potential by finite differences, and duals built from several sites. In the output, an inner atom has Tr n = 0.923 and a Hubbard energy of 0.554 eV in every basis, for a chosen U = 5 eV, while the covariant and contravariant energies change even in sign. Duals built from all four sites give Tr n = 0.544 for the same atom and density. Their populations sum to 2 electrons per spin, whereas the site-local ones sum to 3.49.

## Numerical check

```python
"""
Result under test: for nonorthogonal Hubbard functions phi_m on one site, with
overlap O = <phi|phi> and covariant occupation N = <phi|rho|phi>, the mixed
tensor n = O^-1 N has traces Tr n = Tr(P rho), Tr n^2 = Tr(P rho P rho), where P
is the orthogonal projector on the site subspace. They do not depend on the
basis of the subspace. O^-1 is the only kernel K(O) giving an invariant,
correctly normalised trace Tr(K N). Duals built from several sites give an
oblique projector Q instead, whose populations depend on the other sites.
rho is the density operator of one spin; D is its matrix in atomic orbitals,
S is the atomic-orbital overlap, and U is the Hubbard parameter.
Example: linear H4, restricted Hartree-Fock, 6-31G.
"""
import numpy as np
from scipy.linalg import sqrtm
from pyscf import gto, scf

rng = np.random.default_rng(7)
scf.hf.MUTE_CHKFILE = True
U = 5.0          # eV, chosen
spacing = 1.8    # bohr, chosen


def dagger(X):
    return X.conj().T


def traces(X):
    return np.array([np.trace(X), np.trace(X @ X)])


def random_complex(m):
    return rng.normal(size=(m, m)) + 1j * rng.normal(size=(m, m))


# ---------- electronic structure of the chain ----------
z_atoms = spacing * (np.arange(4) - 1.5)
mol = gto.M(atom=[["H", (0.0, 0.0, z)] for z in z_atoms], unit="Bohr",
            basis="6-31g", verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
S = mol.intor("int1e_ovlp")
C_occ = mf.mo_coeff[:, mf.mo_occ > 0]
D = C_occ @ C_occ.T
identity8 = np.eye(8)
site_functions = [identity8[:, 2 * a:2 * a + 2] for a in range(4)]


def overlap(F):
    return dagger(F) @ S @ F


def covariant(F, density=D):
    return dagger(F) @ S @ density @ S @ F


def mixed(F, density=D):
    return np.linalg.solve(overlap(F), covariant(F, density))


def mixed_multisite(F, others, density=D):
    """Duals of F built from the overlap of F together with other sites."""
    G = np.hstack([F] + others)
    full = np.linalg.solve(overlap(G), dagger(G) @ S @ density @ S @ F)
    return full[:F.shape[1]]


# ---------- real-space quadrature in cylindrical coordinates ----------
nodes, node_weights = np.polynomial.legendre.leggauss(100)
t = 0.5 * (nodes + 1)
R_max = 9.0
radius = R_max * t**2
radial_weight = 2 * np.pi * radius * 2 * R_max * t * 0.5 * node_weights
z_step = 0.1
z_grid = np.arange(-120, 121) * z_step
RR, ZZ = np.meshgrid(radius, z_grid, indexing="ij")
points = np.column_stack([RR.ravel(), np.zeros(RR.size), ZZ.ravel()])
root_weight = np.sqrt(np.repeat(radial_weight, len(z_grid)) * z_step)
ao_grid = mol.eval_gto("GTOval_sph", points) * root_weight[:, None]
psi_grid = ao_grid @ C_occ
assert np.allclose(ao_grid.T @ ao_grid, S, atol=1e-7)

# Closest function in the site subspace, found by least squares.
grid_local = []
for F in site_functions:
    phi = ao_grid @ F
    projected = phi @ np.linalg.lstsq(phi, psi_grid, rcond=None)[0]
    grid_local.append(traces(projected.T @ projected))
    assert np.allclose(traces(mixed(F)), grid_local[-1], atol=1e-6)

# ---------- four bases of one inner-atom subspace ----------
inner = site_functions[1]
O = overlap(inner)
s = O[0, 1]
assert np.allclose(np.diag(O), 1.0, atol=1e-8)
norm_sum = np.sqrt(2 + 2 * s)
norm_difference = np.sqrt(2 - 2 * s)
changes = {
    "original": np.eye(2),
    "orthonormal": np.array([[1, 1], [1, -1]])
    / np.array([norm_sum, norm_difference]),
    "sum": np.array([[1, 1 / norm_sum], [0, 1 / norm_sum]]),
    "difference": np.array([[1, -1 / norm_difference],
                            [0, 1 / norm_difference]]),
}
table = {}
for name, A in changes.items():
    F = inner @ A
    O_inv = np.linalg.inv(overlap(F))
    table[name] = (overlap(F)[0, 1], traces(covariant(F)),
                   traces(O_inv @ covariant(F) @ O_inv), traces(mixed(F)))
    assert np.allclose(np.diag(overlap(F)), 1.0, atol=1e-8)
    assert np.allclose(table[name][3], grid_local[1], atol=1e-6)
    amplitudes = (ao_grid @ F).T @ psi_grid
    assert np.allclose(table[name][1], traces(amplitudes @ amplitudes.T),
                       atol=1e-6)
# One particular pair of bases may agree by accident; these pairs must differ.
for name in ("orthonormal", "difference"):
    assert abs(table["original"][1][0] - table[name][1][0]) > 1e-2
for name in ("sum", "difference"):
    assert abs(table["original"][2][0] - table[name][2][0]) > 1e-2
for _ in range(5):
    F = inner @ random_complex(2)
    assert np.allclose(traces(mixed(F)), grid_local[1], atol=1e-6)

# Symmetric orthonormalisation within the site gives the same traces.
O_inv_half = np.linalg.inv(sqrtm(O))
lowdin = O_inv_half @ covariant(inner) @ O_inv_half
assert np.allclose(traces(lowdin), grid_local[1], atol=1e-6)

# Completely filled subspace: rho acts as the identity on the orbital space.
filled = np.linalg.inv(S)
filled_cov = traces(covariant(inner, filled))
filled_mix = traces(mixed(inner, filled))
assert np.isclose(filled_cov[0] - filled_cov[1], -2 * s**2, atol=1e-8)
assert np.allclose(filled_mix, [2, 2], atol=1e-9)

# ---------- uniqueness of the kernel, solved from invariance ----------
M = 3
B = random_complex(M)
O_test = dagger(B) @ B + np.eye(M)
root = sqrtm(O_test)
constraints = []
for _ in range(4):
    W = np.linalg.qr(random_complex(M))[0]
    A = np.linalg.solve(root, W @ root)      # leaves O_test unchanged
    assert np.allclose(dagger(A) @ O_test @ A, O_test)
    constraints.append(np.kron(A, A.conj()) - np.eye(M * M))
_, singular, Vh = np.linalg.svd(np.vstack(constraints))
assert singular[-1] < 1e-9 and singular[-2] > 1e-3
K = Vh[-1].conj().reshape(M, M)
K = K * M / np.trace(K @ O_test)             # filled subspace counts M
kernel_error = np.max(np.abs(K - np.linalg.inv(O_test)))
assert kernel_error < 1e-8

# ---------- bounds and Hubbard potential ----------
eig_local = np.sort(np.linalg.eigvals(mixed(inner)).real)
for F in site_functions:
    ev = np.linalg.eigvals(mixed(F))
    assert np.max(np.abs(ev.imag)) < 1e-9
    assert ev.real.min() > -1e-9 and ev.real.max() < 1 + 1e-9


def hubbard_one_spin(density):
    first, second = traces(mixed(inner, density))
    return 0.5 * U * (first - second)


O_inv = np.linalg.inv(O)
V = 0.5 * U * S @ inner @ (O_inv - 2 * O_inv @ covariant(inner) @ O_inv) \
    @ inner.T @ S
change = rng.normal(size=(8, 8))
change = change + change.T
h = 1e-3
slope = (hubbard_one_spin(D + h * change)
         - hubbard_one_spin(D - h * change)) / (2 * h)
assert np.isclose(slope, np.trace(V @ change), rtol=1e-7, atol=1e-7)
assert np.allclose(V, V.T, atol=1e-10)

# ---------- duals built from several sites ----------
others = [site_functions[a] for a in (0, 2, 3)]
n_pair = mixed_multisite(inner, [site_functions[2]])
n_all = mixed_multisite(inner, others)
coefficients = np.linalg.lstsq(ao_grid, psi_grid, rcond=None)[0]
oblique_part = ao_grid[:, 2:4] @ coefficients[2:4]
assert np.allclose(traces(psi_grid.T @ oblique_part), traces(n_all), atol=1e-6)
changed_others = [F @ random_complex(2) for F in others]
n_changed = mixed_multisite(inner @ random_complex(2), changed_others)
assert np.allclose(traces(n_changed), traces(n_all), atol=1e-8)
assert abs(traces(n_all)[0] - grid_local[1][0]) > 1e-2
local_sum = sum(traces(mixed(F))[0] for F in site_functions)
all_sum = sum(
    traces(mixed_multisite(site_functions[a],
                           [site_functions[b] for b in range(4) if b != a]))[0]
    for a in range(4))
assert np.isclose(all_sum, 2.0, atol=1e-8)
assert local_sum > 2.01

# Two one-function sites: scan all real pure states in their span.
s2 = 0.5
two_functions = np.array([[1.0, s2], [0.0, np.sqrt(1 - s2**2)]])
angle = np.linspace(0, np.pi, 20001)
states = np.array([np.cos(angle), np.sin(angle)])
expansion = np.linalg.solve(two_functions, states)
population = (two_functions[:, 0] @ states) * expansion[0]
half_width = 1 / np.sqrt(1 - s2**2)
assert np.isclose(population.max(), (1 + half_width) / 2, atol=1e-6)
assert np.isclose(population.min(), (1 - half_width) / 2, atol=1e-6)
term_min = np.min(population - population**2)
assert np.isclose(term_min, -s2**2 / (4 * (1 - s2**2)), atol=1e-6)

# ---------- printed numbers ----------
N = covariant(inner)
n = mixed(inner)
print(f"H4 spacing: {spacing:.2f} bohr; chosen U: {U:.2f} eV")
print(f"RHF/6-31G total energy: {mf.e_tot:.6f} hartree")
print("All occupations below are per spin and dimensionless.")
print(f"Inner atom, overlap s of its two functions: {s:.6f}")
print(f"Covariant N11, N12, N22: {N[0,0]:.6f} {N[0,1]:.6f} {N[1,1]:.6f}")
print(f"Mixed n row 1: {n[0,0]:.6f} {n[0,1]:.6f}")
print(f"Mixed n row 2: {n[1,0]:.6f} {n[1,1]:.6f}")
print(f"Mixed n eigenvalues: {eig_local[0]:.6f} {eig_local[1]:.6f}")
for name, (s_basis, cov, con, mix) in table.items():
    print(f"Basis {name}: overlap {s_basis:.6f}")
    for label, pair in (("covariant", cov), ("contravariant", con),
                        ("mixed", mix)):
        energy = U * (pair[0] - pair[1])
        print(f"  {label}: Tr {pair[0]:.6f}, Tr sq {pair[1]:.6f}, "
              f"E_U both spins {energy:.4f} eV")
print(f"Real-space projection, inner atom: Tr {grid_local[1][0]:.6f}, "
      f"Tr sq {grid_local[1][1]:.6f}")
print(f"Real-space projection, end atom: Tr {grid_local[0][0]:.6f}, "
      f"Tr sq {grid_local[0][1]:.6f}")
print(f"Filled site, covariant: Tr {filled_cov[0]:.6f}, "
      f"Tr sq {filled_cov[1]:.6f}, difference "
      f"{filled_cov[0]-filled_cov[1]:.6f}")
print(f"Filled site, mixed: Tr {filled_mix[0]:.6f}, Tr sq {filled_mix[1]:.6f}")
print(f"Kernel solved from invariance, M = {M}: "
      f"largest deviation from inverse overlap below 1e-8: {kernel_error < 1e-8}")
print("Inner atom, effect of the sites used to build the duals:")
for label, matrix in (("own site", n), ("both inner sites", n_pair),
                      ("all four sites", n_all)):
    pair = traces(matrix)
    print(f"  {label}: Tr {pair[0]:.6f}, Tr sq {pair[1]:.6f}, "
          f"E_U both spins {U*(pair[0]-pair[1]):.4f} eV")
print(f"Sum of Tr n over atoms, site-local duals: {local_sum:.6f}")
print(f"Sum of Tr n over atoms, all-site duals: {all_sum:.6f}")
print(f"Electrons per spin: {np.trace(D @ S):.6f}")
print(f"Two one-function sites, chosen overlap: {s2:.2f}")
print(f"  all-site population range: {population.min():.6f} to "
      f"{population.max():.6f}")
print(f"  lowest n - n^2: {term_min:.6f}")
print("ALL CHECKS PASSED")
```

It prints:

```
H4 spacing: 1.80 bohr; chosen U: 5.00 eV
RHF/6-31G total energy: -2.168767 hartree
All occupations below are per spin and dimensionless.
Inner atom, overlap s of its two functions: 0.658292
Covariant N11, N12, N22: 0.584803 0.702515 0.863268
Mixed n row 1: 0.215905 0.236888
Mixed n row 2: 0.560387 0.707326
Mixed n eigenvalues: 0.022159 0.901073
Basis original: overlap 0.658292
  covariant: Tr 1.448071, Tr sq 2.074280, E_U both spins -3.1310 eV
  contravariant: Tr 0.703064, Tr sq 0.423826, E_U both spins 1.3962 eV
  mixed: Tr 0.923231, Tr sq 0.812423, E_U both spins 0.5540 eV
Basis orthonormal: overlap -0.000000
  covariant: Tr 0.923231, Tr sq 0.812423, E_U both spins 0.5540 eV
  contravariant: Tr 0.923231, Tr sq 0.812423, E_U both spins 0.5540 eV
  mixed: Tr 0.923231, Tr sq 0.812423, E_U both spins 0.5540 eV
Basis sum: overlap 0.910575
  covariant: Tr 1.445056, Tr sq 2.081363, E_U both spins -3.1815 eV
  contravariant: Tr 2.349415, Tr sq 5.286025, E_U both spins -14.6830 eV
  mixed: Tr 0.923231, Tr sq 0.812423, E_U both spins 0.5540 eV
Basis difference: overlap -0.413345
  covariant: Tr 0.647782, Tr sq 0.386510, E_U both spins 1.3064 eV
  contravariant: Tr 1.445682, Tr sq 2.041834, E_U both spins -2.9808 eV
  mixed: Tr 0.923231, Tr sq 0.812423, E_U both spins 0.5540 eV
Real-space projection, inner atom: Tr 0.923231, Tr sq 0.812423
Real-space projection, end atom: Tr 0.823935, Tr sq 0.648498
Filled site, covariant: Tr 2.000000, Tr sq 2.866697, difference -0.866697
Filled site, mixed: Tr 2.000000, Tr sq 2.000000
Kernel solved from invariance, M = 3: largest deviation from inverse overlap below 1e-8: True
Inner atom, effect of the sites used to build the duals:
  own site: Tr 0.923231, Tr sq 0.812423, E_U both spins 0.5540 eV
  both inner sites: Tr 0.907003, Tr sq 0.874356, E_U both spins 0.1632 eV
  all four sites: Tr 0.543586, Tr sq 0.309605, E_U both spins 1.1699 eV
Sum of Tr n over atoms, site-local duals: 3.494332
Sum of Tr n over atoms, all-site duals: 2.000000
Electrons per spin: 2.000000
Two one-function sites, chosen overlap: 0.50
  all-site population range: -0.077350 to 1.077350
  lowest n - n^2: -0.083333
ALL CHECKS PASSED
```
